\section*{Separate Hessian Shifts for Saddle Searches: Partitioned Rational-Function Steps, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one mode to two shifts}

\subsection{Definitions and conventions}

Let $E(\mathbf x)$ be a smooth potential energy of $n$ nuclear coordinates. At the current point it has the gradient $\mathbf g$ and the symmetric Hessian $\mathbf H$. The orthonormal eigenvectors $\mathbf v_i$ of $\mathbf H$ are called modes, and
\begin{equation}
\mathbf H\mathbf v_i=b_i\mathbf v_i,\qquad
F_i=\mathbf v_i\cdot\mathbf g,\qquad
\mathbf h=\sum_i h_i\mathbf v_i .
\end{equation}
Here $\mathbf h$ is the step to be chosen. Note that $F_i$ is a component of the gradient, not of the force. To first order a step changes the energy by $\sum_iF_ih_i$, so it is uphill along mode $i$ when $F_ih_i>0$ and downhill when $F_ih_i<0$.

Energies are in hartree and lengths in bohr; $F_i$ is then in hartree/bohr and $b_i$ in hartree/bohr$^2$. A first-order saddle is a point with $\mathbf g=0$, one negative $b_i$ and all others positive. The mode to be climbed is labelled $k$ and is called the followed mode.

The aim is a step that climbs along mode $k$ and descends along all the others, whatever the signs of the $b_i$, and that turns into Newton's step close to a saddle. Such a step does not guarantee that a search converges from every starting point. What it guarantees is a direction, and the length needs separate control.

\subsection{One mode: where Newton's step goes}

Begin with a single coordinate, gradient $F$ and curvature $b\neq0$. The quadratic model of the energy change is $Fh+\tfrac12bh^2$. Setting its derivative $F+bh$ to zero gives Newton's step and its first-order energy change,
\begin{equation}
h_{\rm N}=-\frac Fb,\qquad Fh_{\rm N}=-\frac{F^2}{b}.
\label{eq:newton}
\end{equation}
For $b<0$ the step is uphill, towards the maximum of the model. For $b>0$ it is downhill, towards the minimum. Newton's method thus seeks whatever kind of stationary point the local curvature suggests. A search for a maximum that starts where $b>0$ is sent the wrong way.

No quadratic model can repair this by itself, because for $b>0$ it has no maximum: it grows without bound as $|h|\to\infty$. The model has to be bounded before one can ask for its highest point.

\subsection{One mode: a bounded model}

Divide the quadratic by a factor that equals one at $h=0$ and grows as $h^2$:
\begin{equation}
Q(h)=\frac{Fh+\frac12bh^2}{1+h^2/a^2},\qquad a>0 .
\label{eq:q1}
\end{equation}
The constant $a$ is a length. If the denominator is written as $1+h^2$, then $a$ has been set to one in whichever unit of length is in use, and a change of unit changes the step. Keeping $a$ visible avoids this.

For small $h$ the geometric series gives
\begin{equation}
Q(h)=Fh+\tfrac12bh^2-\frac{F}{a^2}h^3+O(h^4),
\end{equation}
so gradient and curvature at $h=0$ are untouched. For large $|h|$ the model tends to $a^2b/2$, which is finite.

To find the stationary points, write $N$ for the numerator and $D$ for the denominator. From $Q'=(N'-QD')/D=0$ follows $N'=QD'$, that is
\begin{equation}
F+bh=\frac{2Q}{a^2}h\equiv\lambda h,\qquad \lambda=\frac{2Q}{a^2}.
\label{eq:stat1}
\end{equation}
Solving for $h$ gives $h=F/(\lambda-b)$. The number $\lambda$ acts as a shift of the curvature, since $h=-F/(b-\lambda)$ is Newton's step with $b$ replaced by $b-\lambda$.

A second relation fixes $\lambda$. Multiply Eq.~(\ref{eq:stat1}) by $h$ to get $bh^2=\lambda h^2-Fh$. The definition of $Q$, multiplied by $2D$, reads $2Q+2Qh^2/a^2=2Fh+bh^2$. With $2Q=a^2\lambda$ this becomes
\begin{equation}
a^2\lambda+\lambda h^2=2Fh+\lambda h^2-Fh
\quad\Longrightarrow\quad a^2\lambda=Fh .
\label{eq:fh}
\end{equation}
The shift is therefore the first-order energy change divided by $a^2$, and its sign tells whether the step climbs. Inserting $h=F/(\lambda-b)$ yields
\begin{equation}
a^2\lambda(\lambda-b)=F^2,\qquad
\lambda_\pm=\frac b2\pm\sqrt{\frac{b^2}{4}+\frac{F^2}{a^2}} .
\label{eq:roots}
\end{equation}
For $F\neq0$ the square root exceeds $|b|/2$. Hence $\lambda_+$ lies above both $0$ and $b$, and $\lambda_-$ lies below both. Since $Q=a^2\lambda/2$ at a stationary point, $\lambda_+$ belongs to the higher one and $\lambda_-$ to the lower one. The limiting value $a^2b/2$ at infinity lies between them, because $\lambda_-<b<\lambda_+$. So $\lambda_+$ gives the global maximum of $Q$ and $\lambda_-$ its global minimum. The choice of root decides between climbing and descending, and the sign of $b$ no longer does.

\subsection{Limits of the one-mode step}

Take the climbing root. From Eq.~(\ref{eq:fh}) the length is $|h|=a^2\lambda_+/|F|$. With $z=ab/(2|F|)$ this is
\begin{equation}
\frac{|h|}{a}=\frac{a}{|F|}\left(\frac b2+\sqrt{\frac{b^2}{4}+\frac{F^2}{a^2}}\right)
=z+\sqrt{z^2+1}.
\label{eq:length}
\end{equation}
The right side increases with $z$ and equals one at $z=0$. Three limits show how the step behaves.

First, for strong negative curvature, $z\to-\infty$, multiply and divide by $\sqrt{z^2+1}-z$. The numerator becomes one, and $|h|/a=1/(\sqrt{z^2+1}-z)\to1/(2|z|)$. This is $|h|\to|F|/|b|$, Newton's length.

Second, for $b=0$ Newton's step is infinite, while here $|h|=a$.

Third, for strong positive curvature, $z\to+\infty$, one finds $|h|/a\to2z$, or $|h|\to a^2b/|F|$. This diverges as $F\to0$. At $F=0$ with $b>0$ the quotient $\tfrac12bh^2/(1+h^2/a^2)$ approaches its upper limit $a^2b/2$ without reaching it, and no finite maximiser exists. The reason is plain: at the bottom of a symmetric well the data do not say which way to climb.

The step is thus shorter than $a$ for negative curvature and longer than $a$ for positive curvature. The constant $a$ is not an upper bound on the step.

\subsection{Several modes: why one shift is not enough}

With several modes, the simplest generalisation uses a common shift, $h_i=F_i/(\lambda-b_i)$ for all $i$. Its first-order energy changes are
\begin{equation}
F_ih_i=\frac{F_i^2}{\lambda-b_i}.
\label{eq:single}
\end{equation}
Climbing along $k$ requires $\lambda>b_k$. Descending along every other mode with $F_i\neq0$ requires $\lambda<b_i$. If all gradient components are nonzero, both demands can be met if and only if
\begin{equation}
b_k<\min_{i\neq k}b_i ,
\end{equation}
so that the followed mode must be the lowest. Even then $\lambda$ is confined to the gap between $b_k$ and the next eigenvalue. If the gap is narrow, both distances $\lambda-b_k$ and $b_i-\lambda$, with $b_i$ that next eigenvalue, are small, and each of the two step components is large unless its gradient component is small too.

A four-mode case shows the restriction. Let
\begin{equation}
b=(-0.10,\,0.20,\,0.30,\,0.50),\qquad F=(0.05,\,-0.08,\,0.04,\,0.06),
\label{eq:fourmode}
\end{equation}
in atomic units. A scan of 4000 common shifts between $-3$ and $3$ finds none that climbs along the third mode and descends along the rest. For the first mode, which is the lowest, suitable shifts run from $-0.100$ to $0.199$. This is the predicted interval from $-0.10$ to $0.20$ within the spacing of the scan.

The conflict disappears when the followed mode and the remaining modes receive different shifts.

\subsection{The minimising block}

The followed mode is treated as in the one-mode case, with the upper root
\begin{equation}
\lambda_p=\frac{b_k}{2}+\sqrt{\frac{b_k^2}{4}+\frac{F_k^2}{a^2}},\qquad
h_k=\frac{F_k}{\lambda_p-b_k}.
\label{eq:lp}
\end{equation}
For the other modes minimise one common quotient,
\begin{equation}
Q_n=\frac{\sum_{i\neq k}\left(F_ih_i+\frac12b_ih_i^2\right)}
{1+\sum_{i\neq k}h_i^2/a^2}.
\label{eq:qn}
\end{equation}
Set $h_i=au_i$ and $f_i=F_i/a$. Then $F_ih_i=a^2f_iu_i$ and $b_ih_i^2=a^2b_iu_i^2$, so that
\begin{equation}
\frac{2Q_n}{a^2}=\frac{2\,\mathbf f\cdot\mathbf u+\mathbf u^T\mathbf B\mathbf u}{1+\mathbf u\cdot\mathbf u}
=\frac{\mathbf w^T\mathbf A\mathbf w}{\mathbf w^T\mathbf w},\quad
\mathbf A=\begin{pmatrix}0&\mathbf f^T\\ \mathbf f&\mathbf B\end{pmatrix},\quad
\mathbf w=\begin{pmatrix}1\\ \mathbf u\end{pmatrix},
\label{eq:bordered}
\end{equation}
where $\mathbf B$ is diagonal with entries $b_i$, $i\neq k$. The quotient of a symmetric matrix is smallest at the eigenvector of its lowest eigenvalue, here called $\lambda_n$. The one condition is that this eigenvector can be scaled to have first component one.

The two rows of $\mathbf A\mathbf w=\lambda_n\mathbf w$ are $\mathbf f\cdot\mathbf u=\lambda_n$ and $f_i+b_iu_i=\lambda_nu_i$. In the original variables,
\begin{equation}
h_i=\frac{F_i}{\lambda_n-b_i},\qquad
a^2\lambda_n=\sum_{i\neq k}F_ih_i=\sum_{i\neq k}\frac{F_i^2}{\lambda_n-b_i}.
\label{eq:ln}
\end{equation}

It remains to place $\lambda_n$. The lowest eigenvalue cannot exceed the quotient of any trial vector. The unit vector along mode $i$ gives $b_i$, hence $\lambda_n\leq b_i$ for every $i\neq k$. The trial vector with $\mathbf u=-\epsilon\mathbf f$ gives $-2\epsilon\,\mathbf f\cdot\mathbf f+O(\epsilon^2)$, which is negative for small positive $\epsilon$ if $\mathbf f\neq0$. Hence $\lambda_n<0$.

Equality $\lambda_n=b_j$ would make the unit vector along mode $j$ a minimiser and so an eigenvector of $\mathbf A$. The first row then demands $f_j=0$. If the lowest of the remaining modes has a gradient component, $\lambda_n$ therefore lies strictly below all the $b_i$. The first component of the eigenvector is then nonzero: if it vanished, the lower rows would read $\mathbf B\mathbf u=\lambda_n\mathbf u$ and would make $\lambda_n$ equal to one of the $b_i$.

The exception is a mode with $b_j<0$ and $F_j=0$. The lowest eigenvector may then be that mode alone, with no finite step. This is the counterpart of the missing maximiser found above. Symmetry can cause it, as $F_j$ then vanishes although the point is unstable along mode $j$. If instead $b_j\geq0$ and another component of the gradient is present, $\lambda_n<0\leq b_j$ and the step is regular.

\subsection{The assembled step and its check}

Outside the exceptional cases and for $F_k\neq0$, Eqs.~(\ref{eq:lp}) and (\ref{eq:ln}) give
\begin{equation}
F_kh_k=a^2\lambda_p>0,\qquad
F_ih_i=\frac{F_i^2}{\lambda_n-b_i}<0\quad(i\neq k,\ F_i\neq0).
\label{eq:signs}
\end{equation}
The signs of the $b_i$ have dropped out. Since the quotients depend on different variables, their sum is highest in $h_k$ and lowest in the other $h_i$ at the same point. The step is thus the max-min point of the summed model, whose value there is
\begin{equation}
\Delta E_{\rm model}=\tfrac12a^2(\lambda_p+\lambda_n).
\label{eq:pred}
\end{equation}
This is a sum of two fractions, not one fraction with a joint denominator.

Return to the four modes of Eq.~(\ref{eq:fourmode}) and follow the third, with $a=0.7$ bohr. Equation~(\ref{eq:lp}) gives
\begin{equation}
\lambda_p=0.15+\sqrt{0.0225+0.0016/0.49}=0.310516,\qquad
h_k=\frac{0.04}{0.310516-0.300000}\simeq3.804 .
\end{equation}
The step component is in bohr. The last division uses a small difference, so the shift is needed to six decimals. The lowest bordered eigenvalue is $\lambda_n=-0.15021$. For the first mode $h=0.05/(-0.15021+0.10)=-0.996$ bohr, and the other two components are $0.228$ and $-0.092$ bohr. Each has the sign opposite to its $F_i$, while $h_k$ has the sign of $F_k$. Direct numerical maximisation of the one quotient and minimisation of the other reproduce these components and both shifts.

The direction rule was also tested on 300 random symmetric $5\times5$ Hessians with random gradients and a random choice of followed mode, at $a=1.3$. All 300 steps had the signs of Eq.~(\ref{eq:signs}). The component $h_k=3.80$ bohr in the example, more than five times $a$, shows what the rule leaves open: a correct direction may come with a useless length.

\section{Near the saddle, far from it, and a computed search}

\subsection{Symbols and results carried over}

At a point with gradient $\mathbf g$ and Hessian $\mathbf H$, the modes have eigenvalues $b_i$ and gradient components $F_i$. Mode $k$ is followed uphill and $a$ is a fixed length. The partitioned step is
\begin{equation}
h_k=\frac{F_k}{\lambda_p-b_k},\qquad h_i=\frac{F_i}{\lambda_n-b_i}\quad(i\neq k),
\label{eq:step2}
\end{equation}
with $\lambda_p$ the upper root of $a^2\lambda(\lambda-b_k)=F_k^2$ and $\lambda_n$ the lowest root of $a^2\lambda=\sum_{i\neq k}F_i^2/(\lambda-b_i)$. It obeys $F_kh_k=a^2\lambda_p>0$, and $F_ih_i<0$ for the other modes that have a gradient component. Newton's step is $h_i=-F_i/b_i$.

\subsection{Limit: close to a first-order saddle}

Let $b_k<0$, let all other $b_i>0$, and let the gradient be small. Expanding the square root in $\lambda_p$ gives
\begin{equation}
\lambda_p=\frac{|b_k|}{2}\left(\sqrt{1+\frac{4F_k^2}{a^2b_k^2}}-1\right)
\simeq\frac{F_k^2}{a^2|b_k|}.
\label{eq:lpsmall}
\end{equation}
In the equation for $\lambda_n$ the shift on the right may be dropped against the positive $b_i$, which leaves
\begin{equation}
\lambda_n\simeq-\frac1{a^2}\sum_{i\neq k}\frac{F_i^2}{b_i}.
\label{eq:lnsmall}
\end{equation}
Both shifts are of second order in the gradient. With $\lambda$ standing for the shift of the mode concerned, the difference from Newton's step is
\begin{equation}
\frac{F_i}{\lambda-b_i}+\frac{F_i}{b_i}
=\frac{F_i\,(b_i+\lambda-b_i)}{b_i(\lambda-b_i)}
=\frac{F_i\lambda}{b_i(\lambda-b_i)}
\simeq-\frac{F_i\lambda}{b_i^2},
\label{eq:cubic}
\end{equation}
which is of third order.

Newton's own error is of second order. To see this, put the saddle at the origin and write $E=\tfrac12\mathbf x^T\mathbf H_0\mathbf x+c(\mathbf x)$ with a cubic polynomial $c$, homogeneous of degree three. The components of $\nabla c$ are homogeneous of degree two, so the Hessian of $c$ applied to $\mathbf x$ gives $2\nabla c$. Hence $\mathbf H\mathbf x=\mathbf H_0\mathbf x+2\nabla c$, while $\mathbf g=\mathbf H_0\mathbf x+\nabla c$. The point reached is
\begin{equation}
\mathbf x-\mathbf H^{-1}\mathbf g=\mathbf H^{-1}(\mathbf H\mathbf x-\mathbf g)
=\mathbf H^{-1}\nabla c\simeq\mathbf H_0^{-1}\nabla c .
\label{eq:newtonerr}
\end{equation}
Its distance from the saddle is quadratic in the old distance. The partitioned step adds a cubic correction, so it converges quadratically with the same leading coefficient.

A surface with two coordinates makes this concrete:
\begin{equation}
E=-\tfrac12x^2+y^2+0.3x^3+0.4xy^2+0.2x^2y .
\end{equation}
Start at $(x,y)=\epsilon(0.8,0.6)$ with $a=1$. Then
\begin{equation}
\nabla c=\begin{pmatrix}0.9x^2+0.4y^2+0.4xy\\0.8xy+0.2x^2\end{pmatrix}
=\epsilon^2\begin{pmatrix}0.912\\0.512\end{pmatrix}.
\end{equation}
Since $\mathbf H_0$ has the diagonal entries $-1$ and $2$, Newton's error is $\epsilon^2(-0.912,\,0.256)$.

For the correction take $F=\epsilon(-0.8,\,1.2)$. Equations~(\ref{eq:lpsmall}) and (\ref{eq:lnsmall}) give $\lambda_p=0.64\epsilon^2$ and $\lambda_n=-0.72\epsilon^2$, and Eq.~(\ref{eq:cubic}) gives the added displacement $\epsilon^3(0.512,\,0.216)$. Its projection on the Newton error changes the error length by the relative amount
\begin{equation}
\epsilon\,\frac{-0.912\times0.512+0.256\times0.216}{0.912^2+0.256^2}=-0.46\,\epsilon .
\end{equation}
At $\epsilon=0.001$ the predicted ratio of the two errors is $0.9995$, and the computed ratio is $0.9995$. Going from $\epsilon=0.002$ to $0.001$ reduces the error of the partitioned step by a factor of $4.004$, as quadratic convergence requires.

Outside the exceptional cases, the two shifts give a step that climbs along the followed mode and descends along the others whatever the signs of the curvatures, and close to a first-order saddle it converges quadratically, as Newton's step does. What remains is to control its length far from the saddle, to keep track of the followed mode, and to try the method on a computed reaction.
